# Alloy scattering matrix elements from relaxed supercells: alignment, strain and cell size: a numerical check

```python
"""Alloy scattering matrix elements from relaxed supercells.

Result under test: an alloy A(1-x)B(x) scatters an electron from k to k+q with
mean square element x(1-x)|M(q)|^2/N, where M = M_B - M_A and
M_s = N <k+q| V_s - V_host |k> comes from an N-site supercell with one atom s
in the average host.  For q -> 0, M -> M_chem + Xi*theta(direction), with
Xi = dE_edge/dln(volume) and theta the dilation i q.u(q) made by the misfit.
Diagonal elements need an aligned potential zero; elements with q != 0 do not.

Model: simple cubic lattice (constant a), rigid Gaussian atoms
-depth*exp(-r^2/(2 width^2)), harmonic springs K1 (first neighbours) and K2
(second neighbours), first-neighbour rest length a + s_i + s_j.
Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy import sparse
from scipy.linalg import eigh, eigvalsh
from scipy.constants import physical_constants

a, x = 5.0, 0.3
omega = a**3
depth = {"A": 1.0, "B": 0.9}
width = {"A": 1.0, "B": 1.1}
K1, K2 = 1.0, 1.5          # only the ratio matters for the displacements
delta = 0.4                # misfit s_B - s_A
misfit = {"B": (1 - x) * delta, "A": -x * delta}
p = 12                     # grid points per lattice constant


def v_atom(species, Q2):
    """Fourier integral of an atomic potential; H is the average host atom."""
    if species == "H":
        return (1 - x) * v_atom("A", Q2) + x * v_atom("B", Q2)
    w2 = width[species]**2
    return -depth[species] * (2 * np.pi * w2)**1.5 * np.exp(-w2 * Q2 / 2)


# ---------- Bloch states of the average host ----------
MILLER = np.array(list(itertools.product(range(-3, 4), repeat=3)))
ZERO = int(np.where(np.all(MILLER == 0, axis=1))[0][0])
DIFF2 = np.sum((MILLER[:, None, :] - MILLER[None, :, :])**2, axis=2)


def bloch(k, lattice=a):
    g = 2 * np.pi / lattice
    H = v_atom("H", g**2 * DIFF2) / lattice**3
    H = H + np.diag(0.5 * np.sum((np.asarray(k) + g * MILLER)**2, axis=1))
    E, c = eigh(H, subset_by_index=[0, 0])
    c = c[:, 0]
    return E[0], c * np.sign(c[ZERO])


def periodic_part(c):
    arr = np.zeros((p, p, p), complex)
    arr[tuple((MILLER % p).T)] = c
    return np.fft.ifftn(arr) * p**3


def pair_on_grid(q):
    """conj(u_out)*u_in for the elastic pair k = -q/2 -> +q/2."""
    u_in = periodic_part(bloch(-q / 2)[1])
    u_out = periodic_part(bloch(q / 2)[1])
    return np.conj(u_out) * u_in


# ---------- relaxation of a supercell in real space ----------
NEAR = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
NEXT = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]


def site_list(n):
    return np.indices((n, n, n)).reshape(3, -1).T


def relaxation_response(n):
    """Matrix giving all displacements from all site misfits."""
    N = n**3
    idx = np.arange(N).reshape(n, n, n)
    one = sparse.identity(N, format="csr")
    phi = sparse.csr_matrix((3 * N, 3 * N))
    load = sparse.csr_matrix((3 * N, N))
    for d in NEAR + NEXT:
        j = np.roll(idx, tuple(-t for t in d), axis=(0, 1, 2)).ravel()
        T = sparse.csr_matrix((np.ones(N), (np.arange(N), j)), shape=(N, N))
        unit = np.array([d], float) / np.linalg.norm(d)
        stretch = sparse.csr_matrix(sparse.kron(T - one, unit))
        K = K1 if d in NEAR else K2
        phi = phi + K * (stretch.T @ stretch)
        if d in NEAR:
            load = load + K * (stretch.T @ (T + one))
    drift = np.kron(np.ones((N, N)) / N, np.eye(3))   # fixes rigid shifts
    return np.linalg.solve(phi.toarray() + drift, load.toarray())


# ---------- supercell potentials with zero cell mean, as codes give them ----
def raw_potential(n, species, disp):
    """One atom of the given species at the origin, host atoms elsewhere."""
    N, m = n**3, n * p
    pos = site_list(n) * a + disp
    Q = 2 * np.pi * np.fft.fftfreq(m, d=1.0 / m) / (n * a)
    X, Y, Z = [np.exp(-1j * np.outer(Q, pos[:, c])) for c in range(3)]
    YZ = (Y[:, None, :] * Z[None, :, :]).reshape(m * m, N)
    S_host = (X[:, 1:] @ YZ[:, 1:].T).reshape(m, m, m)
    S_imp = (X[:, :1] @ YZ[:, :1].T).reshape(m, m, m)
    Q2 = Q[:, None, None]**2 + Q[None, :, None]**2 + Q[None, None, :]**2
    VQ = (v_atom("H", Q2) * S_host + v_atom(species, Q2) * S_imp) / (N * omega)
    VQ[0, 0, 0] = 0.0
    return np.fft.ifftn(VQ).real * m**3


def supercell_element(n, dV, m_int):
    """N <k+q|dV|k> by quadrature, q = 2 pi m_int/(n a)."""
    q = 2 * np.pi * np.array(m_int, float) / (n * a)
    r = np.arange(n * p) * a / p
    e = [np.exp(-1j * qc * r) for qc in q]
    f = np.tile(pair_on_grid(q), (n, n, n))
    f = f * e[0][:, None, None] * e[1][None, :, None] * e[2][None, None, :]
    return float((n**3 * np.mean(f * dV)).real)


def far_mean(n, D, centre):
    """Mean of D over a far cube centred on an atom or on a void."""
    start = n * p // 2 - (p // 2 if centre == "atom" else p)
    s = slice(start, start + p)
    return float(np.mean(D[s, s, s]))


# ---------- derived formulas ----------
def displacement_q(q):
    """Lattice sum of u exp(-iqR) per unit misfit of one atom."""
    Dq = np.zeros((3, 3))
    for d in NEAR + NEXT:
        unit = np.array(d, float) / np.linalg.norm(d)
        K = K1 if d in NEAR else K2
        Dq += 2 * K * np.outer(unit, unit) * (1 - np.cos(a * np.dot(q, d)))
    return np.linalg.solve(Dq, -2j * K1 * np.sin(q * a))


def coupling(q):
    P = np.fft.ifftn(pair_on_grid(q))
    K = 2 * np.pi * np.fft.fftfreq(p, d=1.0 / p) / a
    Q = [q[c] + K for c in range(3)]
    Q2 = (Q[0][:, None, None]**2 + Q[1][None, :, None]**2
          + Q[2][None, None, :]**2)
    return P, Q, Q2


def linear_element(q):
    """Chemical and strain parts of M = M_B - M_A to first order."""
    P, Q, Q2 = coupling(q)
    chem = np.sum(P * (v_atom("B", Q2) - v_atom("A", Q2))).real / omega
    if np.allclose(q, 0):
        return chem, 0.0
    u = delta * displacement_q(q)
    Qu = (Q[0][:, None, None] * u[0] + Q[1][None, :, None] * u[1]
          + Q[2][None, None, :] * u[2])
    return chem, np.sum(P * v_atom("H", Q2) * (-1j) * Qu).real / omega


# ---------- band edge, deformation potential, strain limit ----------
zero = np.zeros(3)
E_edge = bloch(zero)[0]
h = 1e-3
Xi = (bloch(zero, a * (1 + h))[0] - bloch(zero, a * (1 - h))[0]) / (6 * h)
k_small = 0.02
mass = k_small**2 / (2 * (bloch([k_small, 0, 0])[0] - E_edge))
chem0 = linear_element(zero)[0]


def theta(direction, size=0.01):
    q = size * np.array(direction, float) / np.linalg.norm(direction)
    return delta * (1j * np.dot(q, displacement_q(q))).real


limits = {}
for direction in [(1, 0, 0), (1, 1, 0), (1, 1, 1)]:
    q = 0.01 * np.array(direction, float) / np.linalg.norm(direction)
    strain = linear_element(q)[1]
    th = theta(direction)
    assert abs(strain - Xi * th) < 3e-3 * abs(strain)
    limits[direction] = (th, Xi * th, chem0 + Xi * th)

# ---------- supercells of growing size ----------
sizes = [2, 4, 6, 8]
table, align = {}, {}
response4 = None
chem_B = (1 - x) * chem0
mean_shift = (v_atom("B", 0.0) - v_atom("H", 0.0)) / omega
for n in sizes:
    resp = relaxation_response(n)
    if n == 4:
        response4 = resp
    disp = {s: (resp[:, 0] * misfit[s]).reshape(-1, 3) for s in "AB"}
    still = np.zeros((n**3, 3))
    V_host = raw_potential(n, "H", still)
    D = {s: raw_potential(n, s, disp[s]) - V_host for s in "AB"}
    M_s = {s: supercell_element(n, D[s], (1, 0, 0)) for s in "AB"}
    M = M_s["B"] - M_s["A"]
    q = np.array([2 * np.pi / (n * a), 0, 0])
    lin = sum(linear_element(q))
    assert abs(M - lin) < 0.03 * abs(M)
    average_rule = x * M_s["B"] + (1 - x) * M_s["A"]
    assert abs(average_rule) < 0.02 * abs(M)
    table[n] = (q[0], M_s["B"], M_s["A"], M, lin, average_rule)
    if n == 2:
        continue
    # a constant added to the potential must not change q != 0 elements
    shifted = supercell_element(n, D["B"] + 1.0, (1, 0, 0))
    assert abs(shifted - M_s["B"]) < 1e-8
    # diagonal elements: unrelaxed pair has a plateau, relaxed pair has none
    N = n**3
    D0 = raw_potential(n, "B", still) - V_host
    raw = supercell_element(n, D0, (0, 0, 0))
    c_atom, c_void = far_mean(n, D0, "atom"), far_mean(n, D0, "void")
    aligned = raw - N * c_atom
    assert abs(N * (c_atom - c_void)) < 1e-6
    assert abs(aligned - chem_B) < 1e-5
    assert abs(raw - (chem_B - mean_shift)) < 1e-5
    relaxed_raw = supercell_element(n, D["B"], (0, 0, 0))
    by_atom = relaxed_raw - N * far_mean(n, D["B"], "atom")
    by_void = relaxed_raw - N * far_mean(n, D["B"], "void")
    fixed_zero = relaxed_raw - N * c_atom
    strain_B = (1 - x) * limits[(1, 0, 0)][1]
    assert abs(fixed_zero - chem_B) < 0.25 * abs(strain_B)
    align[n] = (raw, c_atom, aligned, fixed_zero, by_atom, by_void)
    if n == 8:
        M111 = (supercell_element(n, D["B"], (1, 1, 1))
                - supercell_element(n, D["A"], (1, 1, 1)))
        lin111 = sum(linear_element(2 * np.pi / (n * a) * np.ones(3)))
        assert abs(M111 - lin111) < 0.03 * abs(M111)

gap = {n: abs(align[n][4] - align[n][5]) for n in align}
assert gap[8] > 5e-4 and gap[8] > 0.6 * gap[6]   # does not die out with size
M_extrap = (64 * table[8][3] - 36 * table[6][3]) / 28
M_limit = limits[(1, 0, 0)][2]
assert abs(M_extrap - M_limit) < 0.03 * abs(M_limit)

# ---------- level splitting from full diagonalization, 8-site cell ----------
n, N = 2, 8
ints = np.array(list(itertools.product(range(-10, 11), repeat=3)))
kQ = (ints + np.array([-0.5, 0, 0])) * 2 * np.pi / (n * a)
keep = np.sum(kQ**2, axis=1) < 9.0
ints, kQ = ints[keep], kQ[keep]
dm = ints[:, None, :] - ints[None, :, :]
Q2 = np.sum(dm**2, axis=2) * (2 * np.pi / (n * a))**2
on_host = np.all(dm % n == 0, axis=2)
H0 = np.diag(0.5 * np.sum(kQ**2, axis=1)) + on_host * v_atom("H", Q2) / omega
H1 = (v_atom("B", Q2) - v_atom("H", Q2)) / (N * omega)
lam = 0.05
splits = []
for sign in (1, -1):
    levels = eigvalsh(H0 + sign * lam * H1)
    splits.append(levels[1] - levels[0])
split = np.mean(splits) / lam
split_formula = 2 * abs(table[2][1]) / N
assert abs(split - split_formula) < 0.01 * split_formula

# ---------- relaxed random alloys, 64 sites ----------
n, N, n_conf = 4, 64, 3000
rng = np.random.default_rng(7)
q = np.array([2 * np.pi / (n * a), 0, 0])
P, Q, Q2 = coupling(q)
weight = {s: P * v_atom(s, Q2) / omega for s in "AB"}
R = site_list(n) * a
bloch_phase = np.exp(-1j * R @ q)
direct = np.zeros(n_conf, complex)
superposed = np.zeros(n_conf, complex)
for i in range(n_conf):
    is_B = rng.random(N) < x
    pos = R + (response4 @ ((is_B - x) * delta)).reshape(-1, 3)
    X, Y, Z = [np.exp(-1j * np.outer(Q[c], pos[:, c])) for c in range(3)]
    for s, mask in (("B", is_B), ("A", ~is_B)):
        YZ = (Y[:, None, mask] * Z[None, :, mask]).reshape(p * p, -1)
        S = (X[:, mask] @ YZ.T).reshape(p, p, p)
        direct[i] += np.sum(weight[s] * S) / N
    superposed[i] = table[4][3] * np.sum((is_B - x) * bloch_phase) / N
deviation = np.sqrt(np.mean(abs(direct - superposed)**2)
                    / np.mean(abs(direct)**2))
assert deviation < 0.06
variance = np.mean(abs(direct)**2)
variance_formula = x * (1 - x) * table[4][3]**2 / N
assert abs(variance / variance_formula - 1) < 0.08   # sampling error near 2%

# ---------- scattering rate ----------
E_kin = 0.001
nodes, w = np.polynomial.legendre.leggauss(8)
phis = (np.arange(16) + 0.5) * 2 * np.pi / 16
M2 = 0.0
for cz, wz in zip(nodes, w):
    sz = np.sqrt(1 - cz**2)
    for f in phis:
        th = theta((sz * np.cos(f), sz * np.sin(f), cz))
        M2 += wz / 2 / len(phis) * (chem0 + Xi * th)**2
dos = (2 * mass)**1.5 * np.sqrt(E_kin) / (4 * np.pi**2)
rate = 2 * np.pi * x * (1 - x) * omega * M2 * dos
rate_unrelaxed = 2 * np.pi * x * (1 - x) * omega * chem0**2 * dos
dk, eta = 0.0012, 1e-4
k_max = 1.6 * np.sqrt(2 * mass * E_kin)
kk = np.arange(-k_max, k_max, dk)
Ek = (kk[:, None, None]**2 + kk[None, :, None]**2
      + kk[None, None, :]**2) / (2 * mass)
delta_sum = np.sum(np.exp(-(Ek - E_kin)**2 / (2 * eta**2)))
delta_sum *= dk**3 / (2 * np.pi)**3 / (np.sqrt(2 * np.pi) * eta)
rate_sum = 2 * np.pi * x * (1 - x) * omega * M2 * delta_sum
assert abs(rate_sum / rate - 1) < 0.01

# ---------- output ----------
eV = physical_constants["Hartree energy in eV"][0]
t_au = physical_constants["atomic unit of time"][0]
print(f"lattice constant {a} bohr, x = {x}, misfit delta = {delta} bohr")
print(f"depth A, B = {depth['A']}, {depth['B']} hartree")
print(f"width A, B = {width['A']}, {width['B']} bohr; K2/K1 = {K2 / K1}")
print(f"host band edge = {E_edge:.6f} hartree")
print(f"effective mass = {mass:.4f} electron masses")
print(f"Xi = dE/dln(volume) = {Xi:.6f} hartree")
print(f"chemical part of M at q=0 = {chem0:.6f} hartree")
for d, (th, st, tot) in limits.items():
    print(f"q->0 along {d}: theta {th:.5f}, Xi*theta {st:.6f},"
          f" M {tot:.6f} hartree")
print("Relaxed cells, q=2pi/(na) along x; q in 1/bohr, rest in hartree")
print("n  q       M_B        M_A        M          linear M   x*M_B+(1-x)*M_A")
for n, t in table.items():
    print(f"{n}  {t[0]:.4f} " + " ".join(f"{v:10.6f}" for v in t[1:5])
          + f" {t[5]:.2e}")
print(f"n=8, q along (1,1,1): M {M111:.6f}, linear {lin111:.6f} hartree")
print(f"M extrapolated from n=6,8 = {M_extrap:.6f} hartree")
print(f"M predicted, chemical + strain = {M_limit:.6f} hartree")
print(f"Diagonal M_B, expected chemical part = {chem_B:.6f} hartree")
print(f"integral of v_B-v_host over cell volume = {mean_shift:.6f} hartree")
print("Unrelaxed: n, raw, plateau c, aligned (hartree)")
for n, t in align.items():
    print(f"{n} {t[0]:.6f} {t[1]:.4e} {t[2]:.6f}")
print("Relaxed: n, unrelaxed c, atom window, void window, gap (hartree)")
for n, t in align.items():
    print(f"{n} {t[3]:.6f} {t[4]:.6f} {t[5]:.6f} {gap[n]:.6f}")
print(f"8-site splitting: diagonalized {split:.4e},"
      f" 2|M_B|/N {split_formula:.4e} hartree")
print(f"random alloys: {n_conf} cells of {N} sites")
print(f"rms deviation from superposition = {100 * deviation:.2f} percent")
print(f"mean square element: sampled {variance:.4e},"
      f" formula {variance_formula:.4e} hartree^2")
print(f"rms M over directions = {np.sqrt(M2):.6f} hartree"
      f" = {np.sqrt(M2) * eV:.4f} eV")
print(f"kinetic energy = {E_kin} hartree")
print(f"density of states per spin = {dos:.4e} 1/(hartree bohr^3)")
print(f"rate, relaxed = {rate:.4e} a.u. = {rate / t_au:.3e} 1/s")
print(f"rate by explicit sum over final states = {rate_sum:.4e} a.u.")
print(f"rate, unrelaxed = {rate_unrelaxed:.4e} a.u."
      f" = {rate_unrelaxed / t_au:.3e} 1/s")
print(f"rate ratio relaxed/unrelaxed = {rate / rate_unrelaxed:.4f}")
print("PASS")
```

It prints:

```
lattice constant 5.0 bohr, x = 0.3, misfit delta = 0.4 bohr
depth A, B = 1.0, 0.9 hartree
width A, B = 1.0, 1.1 bohr; K2/K1 = 1.5
host band edge = -0.174061 hartree
effective mass = 1.0868 electron masses
Xi = dE/dln(volume) = 0.121509 hartree
chemical part of M at q=0 = -0.021189 hartree
q->0 along (1, 0, 0): theta 0.03999, Xi*theta 0.004859, M -0.016329 hartree
q->0 along (1, 1, 0): theta 0.03765, Xi*theta 0.004575, M -0.016614 hartree
q->0 along (1, 1, 1): theta 0.03693, Xi*theta 0.004487, M -0.016702 hartree
Relaxed cells, q=2pi/(na) along x; q in 1/bohr, rest in hartree
n  q       M_B        M_A        M          linear M   x*M_B+(1-x)*M_A
2  0.6283  -0.010510   0.004504  -0.015014  -0.015014 -1.08e-17
4  0.3142  -0.010852   0.004708  -0.015559  -0.015635 3.99e-05
6  0.2094  -0.011063   0.004821  -0.015884  -0.015990 5.56e-05
8  0.1571  -0.011147   0.004866  -0.016013  -0.016132 6.25e-05
n=8, q along (1,1,1): M -0.014764, linear -0.014853 hartree
M extrapolated from n=6,8 = -0.016179 hartree
M predicted, chemical + strain = -0.016329 hartree
Diagonal M_B, expected chemical part = -0.014832 hartree
integral of v_B-v_host over cell volume = -0.017454 hartree
Unrelaxed: n, raw, plateau c, aligned (hartree)
4 0.002622 2.7272e-04 -0.014832
6 0.002622 8.0807e-05 -0.014832
8 0.002622 3.4091e-05 -0.014832
Relaxed: n, unrelaxed c, atom window, void window, gap (hartree)
4 -0.014687 -0.013564 -0.012930 0.000634
6 -0.014670 -0.014154 -0.009019 0.005135
8 -0.014664 -0.013867 -0.007756 0.006111
8-site splitting: diagonalized 2.6398e-03, 2|M_B|/N 2.6275e-03 hartree
random alloys: 3000 cells of 64 sites
rms deviation from superposition = 0.83 percent
mean square element: sampled 7.8168e-07, formula 7.9438e-07 hartree^2
rms M over directions = 0.016550 hartree = 0.4504 eV
kinetic energy = 0.001 hartree
density of states per spin = 2.5671e-03 1/(hartree bohr^3)
rate, relaxed = 1.1597e-04 a.u. = 4.794e+12 1/s
rate by explicit sum over final states = 1.1582e-04 a.u.
rate, unrelaxed = 1.9009e-04 a.u. = 7.858e+12 1/s
rate ratio relaxed/unrelaxed = 0.6101
PASS
```
